# The Eshelby tensor and strain energy of a spherical inclusion, part 2

A small region of a supercell would, if cut free, take a different size or shape from its hole. To judge whether the host atoms around it may be held fixed, the region is modelled as a sphere of radius \(a\) and volume \(V = 4\pi a^3/3\), centred at the origin and bonded to an infinite, homogeneous, isotropic, linear elastic medium with the same moduli. No external load acts. The eigenstrain \(e^*_{ij} = e^*_{ji}\) is the uniform strain the sphere would take without stress.

The displacement \(u_i\) is measured from the state before the transformation. A comma denotes a derivative, repeated indices are summed, and a colon contracts two indices. The total strain is \(e_{ij} = \tfrac12(u_{i,j} + u_{j,i})\). With \(\chi = 1\) inside and \(0\) outside, the stress is

\[
\sigma_{ij} = C_{ijkl} \left( e_{kl} - e^*_{kl}\, \chi \right), \tag{2}
\]

\[
C_{ijkl} = \lambda\, \delta_{ij}\delta_{kl} + \mu \left( \delta_{ik}\delta_{jl} + \delta_{il}\delta_{jk} \right). \tag{3}
\]

The shear modulus \(\mu\), bulk modulus \(K\) and Poisson ratio \(\nu\) obey

\[
\lambda = \frac{2\mu\nu}{1-2\nu}, \qquad
K = \lambda + \frac{2\mu}{3} = \frac{2\mu(1+\nu)}{3(1-2\nu)} . \tag{4}
\]

With \(s_{ij} = C_{ijkl}\, e^*_{kl}\), equilibrium \(\sigma_{ij,j} = 0\) becomes

\[
C_{ijkl}\, u_{k,lj} + f_i = 0, \qquad f_i = - s_{ij}\, \chi_{,j} . \tag{6}
\]

The strain inside the sphere is uniform:

\[
e_{il} = \frac{s_{il}}{3\mu} - \frac{2 s_{il} + \delta_{il}\, s_{kk}}{30\,\mu(1-\nu)} . \tag{26}
\]

Displacement and traction are continuous at the interface. Far away, they fall off as \(r^{-2}\) and \(r^{-3}\), where \(r = |\mathbf x|\).

For a pure dilatation \(e^*_{ij} = m\,\delta_{ij}\) in a region of any shape, with \(\phi(\mathbf x) = \int_V dV'/|\mathbf x - \mathbf x'|\),

\[
u_i = 3Km \left[ -\frac{1}{4\pi\mu} + \frac{1}{8\pi\mu(1-\nu)} \right] \phi_{,i}
= -\frac{3Km(1-2\nu)}{8\pi\mu(1-\nu)}\, \phi_{,i}
= -\frac{m(1+\nu)}{4\pi(1-\nu)}\, \phi_{,i} , \tag{24}
\]

Since \(\nabla^2\phi = -4\pi\) inside, the volume strain there is \(u_{i,i} = m(1+\nu)/(1-\nu)\) everywhere. Outside a sphere, (24) becomes

\[
u_i = \frac{1+\nu}{3(1-\nu)}\; m\, a^3\, \frac{x_i}{r^3}, \qquad r > a . \tag{25}
\]

### Two numbers determine the tensor

Split the eigenstrain into its mean and its traceless part,

\[
e^*_{ij} = m\,\delta_{ij} + d_{ij}, \qquad m = \tfrac13 e^*_{kk}, \qquad d_{kk} = 0 . \tag{27}
\]

For the mean part, \(s_{ij} = 3Km\,\delta_{ij}\) and \(s_{kk} = 9Km\). The bracket \(2s_{il} + \delta_{il}s_{kk}\) is then \(15Km\,\delta_{il}\), and (26) gives \(e_{il} = \alpha m\,\delta_{il}\) with

\[
\alpha = \frac{K}{\mu} \left[ 1 - \frac{1}{2(1-\nu)} \right]
= \frac{2(1+\nu)}{3(1-2\nu)} \cdot \frac{1-2\nu}{2(1-\nu)}
= \frac{1+\nu}{3(1-\nu)} . \tag{28}
\]

For the traceless part, \(s_{ij} = 2\mu d_{ij}\) and \(s_{kk} = 0\), so that \(e_{il} = \beta d_{il}\) with

\[
\beta = \frac23 - \frac{2}{15(1-\nu)} = \frac{10(1-\nu) - 2}{15(1-\nu)} = \frac{2(4-5\nu)}{15(1-\nu)} . \tag{29}
\]

The sphere therefore realises the fraction \(\alpha\) of the size change it wants and the fraction \(\beta\) of the shape change. Adding the two parts, with \(m = e^*_{kk}/3\) and \(d_{ij} = e^*_{ij} - m\,\delta_{ij}\), gives

\[
e_{ij} = \beta\, e^*_{ij} + \tfrac13 (\alpha - \beta)\, \delta_{ij}\, e^*_{kk} \equiv S_{ijkl}\, e^*_{kl} . \tag{30}
\]

Only the symmetric part of \(S_{ijkl}\) in \(k\) and \(l\) acts on a symmetric eigenstrain. Choosing the tensor symmetric in this pair,

\[
S_{ijkl} = \frac{\alpha-\beta}{3}\, \delta_{ij}\delta_{kl} + \frac{\beta}{2} \left( \delta_{ik}\delta_{jl} + \delta_{il}\delta_{jk} \right) . \tag{31}
\]

The components follow by setting the indices. For \(S_{1111}\), the first term gives \((\alpha-\beta)/3\) and the second gives \(\beta\):

\[
S_{1111} = \frac{\alpha + 2\beta}{3} = \frac{5(1+\nu) + 4(4-5\nu)}{45(1-\nu)} = \frac{7-5\nu}{15(1-\nu)} . \tag{32}
\]

For \(S_{1122}\), the first term alone contributes, and for \(S_{1212}\), half of \(\beta\) does:

\[
S_{1122} = \frac{5(1+\nu) - 2(4-5\nu)}{45(1-\nu)} = \frac{5\nu-1}{15(1-\nu)}, \qquad
S_{1212} = \frac{4-5\nu}{15(1-\nu)} . \tag{33}
\]

Permuting the axes gives the remaining components of these three types, and all others vanish. A shear eigenstrain enters the sum in (30) twice, as \(e^*_{12}\) and \(e^*_{21}\), so \(e_{12} = 2S_{1212}\, e^*_{12}\). Here \(e_{12}\) is the tensor shear, which is half the engineering shear angle.

### Limits and an independent route

Over the stable range \(-1 < \nu < 1/2\), \(\alpha\) rises from 0 to 1, while \(\beta\) falls from 3/5 to 2/5. As \(\nu\) approaches 1/2, the medium resists volume change far more strongly than shear. The sphere then attains its full stress-free volume, and the host makes room for it by shearing. At \(\nu = 1/5\), \(\alpha = \beta = 1/2\), so \(S_{1122} = 0\) and the interior strain is half the eigenstrain, whatever its form. For smaller \(\nu\), \(S_{1122}\) is negative: a positive eigenstrain along one axis alone makes the sphere contract along the other two.

The tensor can be found without potentials. Write \(\mathbf k = k\,\mathbf n\) for a wave vector and \(N_{ij}(\mathbf n) = C_{ipjq}\, n_p n_q\) for the acoustic tensor. The Fourier transform of the force equation (6) is \(k^2 N_{ij}\hat u_j = -\mathrm i k\, s_{ij} n_j\, \hat\chi\). Solving for \(\hat u\) and multiplying by \(\mathrm i k n_l\) gives the transform of the gradient,

\[
\widehat{u_{i,l}} = n_l\, N^{-1}_{ij}(\mathbf n)\, s_{jp}\, n_p\, \hat\chi(k) . \tag{34}
\]

For a sphere, \(\hat\chi\) depends on \(k\) alone. At the centre, the inverse transform therefore separates into an average over directions and the factor \(\int \hat\chi\, d^3k/(2\pi)^3 = \chi(0) = 1\):

\[
u_{i,l}(0) = \frac{1}{4\pi} \int n_l\, N^{-1}_{ij}(\mathbf n)\, s_{jp}\, n_p\, d\Omega . \tag{35}
\]

This average was computed numerically for five Poisson ratios between \(-0.5\) and 0.45. After symmetrisation in \(i\) and \(l\), all components agree with (31) within about \(3\times10^{-15}\) in absolute terms, which is rounding error.

### The strain energy

The elastic energy is half the product of the stress and the strain that causes it, integrated over all space:

\[
E = \frac12 \int \sigma_{ij} \left( e_{ij} - e^*_{ij}\,\chi \right) dV . \tag{36}
\]

The first part vanishes. Because \(\sigma_{ij}\) is symmetric and \(\sigma_{ij,j} = 0\), \(\sigma_{ij} e_{ij} = \sigma_{ij} u_{i,j} = (\sigma_{ij} u_i)_{,j}\). The divergence theorem, applied inside and outside separately, gives two integrals over the interface. Their normals are opposite, and traction and displacement are continuous, so they cancel. The integral over a distant sphere of radius \(R\) scales as \(R^2 \cdot R^{-3} \cdot R^{-2}\) and tends to zero. What is left is

\[
E = -\frac{V}{2}\, \sigma^{\mathrm{in}}_{ij}\, e^*_{ij} . \tag{37}
\]

This is the energy of the whole medium, although it contains the interior stress alone. The elastic strain inside is \(e - e^* = -(1-\alpha)\,m\,\delta - (1-\beta)\,d\), so

\[
\sigma^{\mathrm{in}}_{ij} = -3K(1-\alpha)\, m\, \delta_{ij} - 2\mu(1-\beta)\, d_{ij} . \tag{38}
\]

In the product with \(e^*_{ij}\), the cross terms contain \(d_{kk} = 0\). With \(\delta_{ij}\delta_{ij} = 3\) and \(9m^2 = (e^*_{kk})^2\),

\[
E = \frac{V}{2} \left[ K(1-\alpha)\, (e^*_{kk})^2 + 2\mu(1-\beta)\, d_{ij} d_{ij} \right] . \tag{39}
\]

From (4) and (28), \(1-\alpha = 2(1-2\nu)/[3(1-\nu)]\) and

\[
K(1-\alpha) = \frac{4\mu(1+\nu)}{9(1-\nu)} . \tag{40}
\]

This stays finite as \(\nu\) tends to 1/2, although \(K\) itself diverges, because the sphere then reaches its preferred volume.

For a pure dilatation, the energy does not depend on the shape of the region. The derivation of (37) holds for any shape if \(V\sigma^{\mathrm{in}}\) is replaced by the integral of the stress over the region. For \(e^*_{ij} = m\,\delta_{ij}\), that integral enters through the trace \(\sigma_{kk} = 3K(e_{kk} - 3m)\). By (24), \(e_{kk} = 3\alpha m\) in any shape, and the first term of (39) follows again. Under equal moduli and isotropy, a cube and a sphere of equal volume thus have the same dilatational energy, even though the strain inside the cube varies.

### Where the energy is, and what a rigid host costs

The energy inside the sphere is that of its own elastic strain, with the factors \(1-\alpha\) and \(1-\beta\) squared. Subtracting it from (39) leaves the energy of the host:

\[
E_{\mathrm{out}} = \frac{V}{2} \left[ \alpha(1-\alpha)\, K\, (e^*_{kk})^2 + \beta(1-\beta)\, 2\mu\, d_{ij} d_{ij} \right] . \tag{41}
\]

The host holds the fraction \(\alpha\) of the energy for a dilatation and the fraction \(\beta\) for a traceless eigenstrain. Direct integration of the exterior energy density reproduces both fractions.

If the host is held rigid instead, the displacement vanishes on the interface. The solution inside is \(u_i = 0\), since a uniform stress is in equilibrium and the boundary condition is met. The elastic strain is then \(-e^*\), and

\[
E_{\mathrm{rigid}} = \frac{V}{2} \left[ K\, (e^*_{kk})^2 + 2\mu\, d_{ij} d_{ij} \right] . \tag{42}
\]

Compared with (39), the dilatational part is too large by the factor \(1/(1-\alpha)\) and the traceless part by \(1/(1-\beta)\).

How far the host energy extends can be read from (25) for a dilatation. The exterior strain is

\[
e_{ij} = \alpha m a^3 \left( \frac{\delta_{ij}}{r^3} - \frac{3 x_i x_j}{r^5} \right), \qquad
e_{ij} e_{ij} = (3 - 6 + 9)\, \frac{\alpha^2 m^2 a^6}{r^6} . \tag{43}
\]

It is traceless, so the energy density is \(\mu\, e_{ij}e_{ij}\). Integrated over \(r > R\), it gives \(6\mu\alpha^2 m^2 V (a/R)^3\). At \(R = a\) this must be the fraction \(\alpha\) of the total, and (40) with \(e^*_{kk} = 3m\) confirms it: \(E = 2\mu V m^2 (1+\nu)/(1-\nu) = 6\mu\alpha V m^2\). The part of the total energy stored beyond \(R\) is therefore

\[
\frac{E(r > R)}{E} = \alpha \left( \frac{a}{R} \right)^3 . \tag{44}
\]

This describes the infinite medium. It is not the error made by clamping atoms beyond \(R\), because clamping also changes the field within \(R\). That error follows by adding the uniform field \(u_i = -\alpha m (a/R)^3 x_i\), which is in equilibrium and cancels (25) at \(r = R\). The interior strain becomes \(\alpha m\,[1 - (a/R)^3]\,\delta_{ij}\), and (37) still holds because \(u_i = 0\) on the outer boundary. The factor \(1-\alpha\) in (39) is then replaced by \(1 - \alpha + \alpha (a/R)^3\), so clamping raises the energy by the fraction \(\alpha (a/R)^3/(1-\alpha)\). For \(\nu = 0.3\) this is 20 % at \(R = 2a\) and 6 % at \(R = 3a\).

### A worked example

Take the round model parameters \(\mu = 0.002\) Ha/bohr³, \(\nu = 0.3\) and \(a = 10\) bohr, with \(e^*_{11} = 0.03\), \(e^*_{22} = 0.01\), \(e^*_{33} = 0.02\) and \(e^*_{12} = 0.01\). They stand for no particular material. Then \(V = 4189\) bohr³, \(K = 0.00433\) Ha/bohr³, and

\[
\alpha = \frac{1.3}{2.1} = 0.619, \qquad \beta = \frac{2 \times 2.5}{10.5} = 0.476 , \tag{45}
\]

\[
S_{1111} = \frac{5.5}{10.5} = 0.5238, \quad
S_{1122} = \frac{0.5}{10.5} = 0.0476, \quad
S_{1212} = \frac{2.5}{10.5} = 0.2381 . \tag{46}
\]

The interior strain along the first axis and the shear are

\[
\begin{aligned}
e_{11} &= 0.5238 \times 0.03 + 0.0476 \times (0.01 + 0.02) = 0.0171 , \\
e_{12} &= 2 \times 0.2381 \times 0.01 = 0.0048 .
\end{aligned} \tag{47}
\]

In the same way, \(e_{22} = 0.0076\) and \(e_{33} = 0.0124\). All the normal strains are smaller than the corresponding eigenstrains, so the sphere is compressed. Of the three normal stresses along the coordinate axes, the largest in magnitude is \(\sigma_{11} = -1.2\times10^{-4}\) Ha/bohr³.

For the energy, \(e^*_{kk} = 0.06\) and \(m = 0.02\). The traceless part has \(d_{11} = 0.01\), \(d_{22} = -0.01\), \(d_{33} = 0\) and \(d_{12} = 0.01\). The shear counts twice, so \(d_{ij}d_{ij} = 4\times10^{-4}\). The two terms of (39) are

\[
\begin{aligned}
E_{\mathrm{dil}} &= \tfrac12 (4189)(0.00433)(0.381)(0.06)^2 = 0.0124\ \text{Ha} , \\
E_{\mathrm{dev}} &= \tfrac12 (4189)(0.004)(0.524)(4\times10^{-4}) = 0.0018\ \text{Ha} .
\end{aligned} \tag{48}
\]

The total is 0.0142 Ha, or 0.39 eV. Direct integration of the energy density gives 0.0057 Ha inside and 0.0085 Ha outside, with the same sum. The host holds 60 % of the energy, between the limits \(\beta\) and \(\alpha\) and closer to \(\alpha\), because the dilatational part dominates.

With a rigid host, (42) gives \(\tfrac12 (4189)(1.56\times10^{-5} + 0.16\times10^{-5}) = 0.036\) Ha, about 2.5 times the relaxed value. In this model, freezing the host is not a small approximation. The factor belongs to a sharp interface with zero displacement. With host atoms fixed at lattice sites, the bonds across the interface can still adjust, and part of the interface energy does not relax in either case, so for an inclusion a few spacings in radius the ratio can lie well below the continuum value. For the dilatational part, (44) places about 8 % of the energy beyond \(R = 2a\) and about 2 % beyond \(R = 3a\).

### Unequal moduli and other limits of the result

If the sphere has different moduli \(C'\), the energy (39) in general no longer applies, but the uniform solution can still be used. Let \(e^{p}\) be the actual stress-free strain. Seek a fictitious eigenstrain \(e^*\) in a sphere of host material that produces the same interior stress at the same total strain:

\[
C' : \left( S:e^* - e^{p} \right) = C : \left( S:e^* - e^* \right) . \tag{49}
\]

The displacement and the traction at the interface then agree in the two problems, so the exterior fields do too. For a dilatation \(e^{p}_{ij} = m_p\,\delta_{ij}\) and an inclusion of bulk modulus \(K'\), (49) reads \(K'(\alpha m - m_p) = -K(1-\alpha)\,m\). Hence

\[
m = \frac{K' m_p}{\alpha K' + (1-\alpha) K} , \qquad
E = \frac{9V}{2}\, \frac{(1-\alpha)\, K K'}{\alpha K' + (1-\alpha) K}\, m_p^2 . \tag{50}
\]

The energy follows from (37) with the actual eigenstrain \(e^{p}\) in place of \(e^*\), since the argument leading to it did not use equal moduli. The factor \(\alpha\) belongs to the host. The shear modulus of the inclusion does not enter. For \(K' = K\), (50) returns to (39) whatever that shear modulus is, and an inclusion with a smaller bulk modulus stores less energy in total.

The other assumptions limit the result as well. The strains must be small enough for linear elasticity. The worked example, with its volume eigenstrain of 6 % and stresses of a few GPa, lies at the edge of that range: for a bulk modulus whose pressure derivative is 4 to 5, anharmonicity changes the rigid-host energy by roughly 10 %. An anisotropic host needs its own tensor. In a periodic supercell, the fields of the images overlap with that of the inclusion, and the energy then depends on the cell and on whether its volume and shape may relax. The model also leaves out the interface energy, which scales as \(a^2\) while (39) scales as \(a^3\), so it matters most for small inclusions. At a radius of a few interatomic distances, as in the worked example with its 10 bohr (5.3 Å), the continuum itself is in doubt, and the formula should be taken as an estimate to be compared with an atomistic relaxation.

## Numbers as computed

```
shear modulus mu = 0.0020 Ha/bohr^3
Poisson ratio nu = 0.30 (dimensionless)
bulk modulus K = 0.004333 Ha/bohr^3
radius a = 10.0 bohr
volume V = 4188.790 bohr^3
eigenstrain e*_11 = 0.0300 (dimensionless)
eigenstrain e*_22 = 0.0100 (dimensionless)
eigenstrain e*_33 = 0.0200 (dimensionless)
eigenstrain e*_12 = 0.0100 (dimensionless)
trace of e* = 0.0600 (dimensionless)
dev:dev = 4.0000e-04 (dimensionless)
S1111 = 0.523810 (dimensionless)
S1122 = 0.047619 (dimensionless)
S1212 = 0.238095 (dimensionless)
alpha = 0.619048 (dimensionless)
beta = 0.476190 (dimensionless)
largest error of S, five nu values = 3.0e-15
interior strain e_11 = 0.017143
interior strain e_22 = 0.007619
interior strain e_33 = 0.012381
interior strain e_12 = 0.004762
interior stress_11 = -1.2000e-04 Ha/bohr^3
interior stress_22 = -7.8095e-05 Ha/bohr^3
interior stress_33 = -9.9048e-05 Ha/bohr^3
interior stress_12 = -2.0952e-05 Ha/bohr^3
sphere: relative strain variation = 2.1e-11
cube: relative strain variation = 0.2934
energy, dilatational part = 0.012447 Ha
energy, deviatoric part = 0.001755 Ha
energy, total from formula = 0.014202 Ha
energy, total from formula = 0.3865 eV
energy inside, integrated = 0.005661 Ha
energy outside, integrated = 0.008541 Ha
energy sum, integrated = 0.014202 Ha
outside share, this eigenstrain = 0.601391
outside share, pure dilatation = 0.619048
outside share, traceless strain = 0.476190
```
